# Series Resistance and Apparent Mobility Loss in MOS Transistors

**Q:** I have a short n-channel transistor, measured at small drain bias. Above threshold its transconductance falls steadily as I raise the gate voltage, and so does the mobility I compute from the current. A stronger gate field presses the electrons against the oxide, so I read the fall as surface roughness scattering. What else could it be?

**A:** How do you compute the mobility?

**Q:** From the drain current $I$, with $L$ and $W$ the channel length and width, $C$ the gate capacitance per area, $V_D$ the drain bias and $V$ the gate overdrive:

$$\mu_{\rm app}=\frac{I\,L}{W\,C\,V\,V_D}.$$

**A:** That formula assumes that all of $V_D$ drops along the channel. Part of it drops in the source and drain regions and their contacts. If their total resistance is $R$, the channel receives $V_D-IR$.

**Q:** But $R$ is a constant. How can a constant produce a loss that grows with gate bias?

**A:** Its share of the voltage grows, because the channel resistance falls as the gate attracts more electrons. Let us derive the size of the effect, in SI units, with engineering units for the results.

Take a channel in strong inversion, with potential $\psi(x)$ measured from the outer source terminal. The local overdrive is $u=V_G-V_T-\psi$, with the same threshold $V_T$ all along the channel, and the mobile charge per area has magnitude $Cu$. Let the mobility $\mu(u)$ depend on the local overdrive alone, and define $g(u)=C\mu(u)u$. Since the current is the same at every $x$,

$$I\,dx=W\,g(V_G-V_T-\psi)\,d\psi .$$

With resistances $R_s$ and $R_d$ at the two ends, $\psi$ runs from $IR_s$ to $V_D-IR_d$, so

$$IL=W\int_{IR_s}^{V_D-IR_d}g(V_G-V_T-\psi)\,d\psi .$$

The midpoint of this interval is $V_D/2+I(R_s-R_d)/2$. For equal resistances, $R_s=R_d=R/2$, the second term vanishes, and the overdrive at the midpoint is

$$V=V_G-V_T-\frac{V_D}{2},$$

whatever the current. This is the $V$ to use in your mobility formula.

Now write $\psi=V_D/2+s$ and $\Delta=V_D-IR$. Expanding $g(V-s)$ about $V$, the term linear in $s$ integrates to zero, and

$$\int_{-\Delta/2}^{\Delta/2}g(V-s)\,ds=g(V)\Delta+\frac{g''(V)}{24}\Delta^3+\dots$$

The correction relative to the first term is $g''\Delta^2/(24g)$. It is small at small drain bias, and it vanishes for constant mobility, where $g$ is linear. The drain end must also stay inverted, which requires $V>\Delta/2$.

Keeping the first term and defining the channel conductance

$$G(V)=\frac{W}{L}C\mu(V)V,$$

we get $I=G(V_D-IR)$. Collecting the current gives $I(1+RG)=GV_D$, so

$$I=\frac{V_DG}{1+RG},\qquad \frac{V_D}{I}=R+\frac1G .$$

**Q:** And my apparent mobility?

**A:** Invert its definition and insert the total resistance:

$$\frac1{\mu_{\rm app}}=\frac{WCV}{L}\,\frac{V_D}{I}
=\frac{WCV}{L}\left(R+\frac{L}{WC\mu V}\right)
=\frac1\mu+\frac{WCR}{L}V .$$

The resistance enters like an additional scattering rate that grows in proportion to the overdrive. No electron scatters more often in the channel because of it; the term comes from crediting the channel with voltage it never had.

**Q:** My data follow the usual attenuation law, $\mu_0/(1+\theta V)$. Surely that points to the channel?

**A:** Suppose the true mobility is a constant $\mu_0$. Multiply the last equation by $\mu_0$ and invert:

$$\mu_{\rm app}=\frac{\mu_0}{1+\theta V},\qquad \theta=\beta R,\qquad \beta=\frac{\mu_0CW}{L}.$$

A channel with no mobility loss at all gives your law. Take $\mu_0=300$ cm²/Vs, $C=1.151$ µF/cm², $W=1$ µm, $L=100$ nm and $R=300$ ohm. Then $\beta=3.453$ mA/V² and $\theta=1.036$ V⁻¹. At $V=1.2$ V the apparent mobility is $300/(1+1.036\times1.2)=134$ cm²/Vs, less than half the true value.

**Q:** I trust the transconductance more, since it is a derivative and a constant should drop out.

**A:** A constant added to the current would drop out. This one is added to the total resistance. At fixed $V_D$, a change of $V_G$ is an equal change of $V$. With a prime for $d/dV$, the quotient rule gives

$$g_m=\frac{dI}{dV_G}=V_D\frac{G'(1+RG)-G\,RG'}{(1+RG)^2}
=\frac{V_DG'}{(1+RG)^2}.$$

For constant mobility $G=\beta V$, so $g_m=\beta V_D/(1+\theta V)^2$. With the numbers above, going from 0.3 to 1.2 V multiplies $g_m$ by $(1.311/2.243)^2=0.34$, again with no mobility loss.

The limits show the mechanism. For $RG\ll1$ the channel limits the current and $g_m\approx V_DG'$. For $RG\gg1$ the current approaches $V_D/R$, and the gate has little left to control.

**Q:** Then is there any shape of $g_m$ that a constant resistance cannot produce?

**A:** A negative $g_m$. The denominator is positive, so $g_m$ has the sign of $G'$. Because $G\propto\mu V$, we have $G'\propto\mu+V\mu'$, which is negative only if

$$-\frac{d\ln\mu}{d\ln V}>1,$$

that is, if the mobility falls faster than $1/V$. A current that passes through a maximum as the gate voltage rises therefore needs something besides constant $R$. Within this model that is a steep mobility loss or a resistance that grows with gate bias. The mere fall of a positive $g_m$ does not discriminate. Its steepness can say more: constant $R$ with constant mobility gives $g_m\propto(1+\theta V)^{-2}$, as above, which never falls faster than $1/V^2$. A steeper fall also needs something besides constant $R$.

**Q:** A real channel has phonons and roughness as well. How do the three compare?

**A:** Here is a model with all of them. Keep $C$, $W$, $L$ and $R$ as above, with $V_D=20$ mV. Let the effective field in the silicon be

$$E=\frac{Q_{\rm dep}+CV/2}{\varepsilon_{\rm Si}},\qquad Q_{\rm dep}=0.39\ \text{µC/cm}^2,$$

which rises from 0.543 to 1.043 MV/cm as $V$ goes from 0.3 to 1.2 V. With $E$ in MV/cm, take

$$\frac1\mu=\frac{E^{0.3}}{400\ \text{cm}^2/\text{Vs}}+\frac{E^{2.6}}{1000\ \text{cm}^2/\text{Vs}},$$

the first term for phonons and the second for roughness. Charged impurities, which matter at low overdrive, are left out. I solved the channel integral numerically together with its two resistors, so the currents do not rely on the midpoint approximation.

| $V$ | true $\mu$ (cm²/Vs) | apparent $\mu$ (cm²/Vs) |
|---|---|---|
| 0.3 V | 437 | 301 |
| 1.2 V | 274 | 128 |

The resistance term has the coefficient $WCR/L=34.5$ s/m². It contributes 10.4 V s/m² to $1/\mu_{\rm app}$ at 0.3 V and 41.4 V s/m² at 1.2 V, a rise of 31.1 V s/m². The whole rise is 44.7 V s/m². Resistance therefore accounts for 69.5% of it, roughness for 20.4% and phonons for 10.1%.

**Q:** So seven tenths of the transconductance loss is resistance too?

**A:** No. Those shares belong to the inverse mobility, where the causes add. In $g_m$ they do not add: the resistance divides by $(1+RG)^2$, where $G$ itself depends on the mobility, and the slope $G'$ contains $\mu'$ as well as $\mu$. This is the ratio $g_m(1.2\text{ V})/g_m(0.3\text{ V})$ in the same model:

| causes present | ratio |
|---|---|
| phonons | 0.732 |
| phonons and roughness | 0.266 |
| phonons and resistance | 0.236 |
| all three | 0.123 |

With these parameters, roughness and resistance, each added to phonons, happen to compress $g_m$ by similar amounts. The size of the fall alone does not identify its cause.

The last row follows from the second. Since $\mu_{\rm app}/\mu=1/(1+RG)$, the mobilities of the first table, with one more digit, give $1/(1+RG)=301.0/437.4=0.688$ at 0.3 V and $128.3/274.1=0.468$ at 1.2 V. The resistance multiplies the ratio by $(0.468/0.688)^2=0.46$, and $0.266\times0.46=0.12$.

**Q:** Still, resistance gives a term linear in $V$, and roughness follows a power of the field. A fit should separate them.

**A:** It can in principle, if you know the mobility law, include $R$ in the fit and have very precise data. Over this range of overdrive the three terms can partly imitate one another, so small errors in the data become large errors in the fitted roughness. See what happens if you leave $R$ out. I took the apparent mobility at 19 equally spaced overdrives from 0.3 to 1.2 V and fitted the two strengths in the law above, keeping its powers of field and minimising the squared relative errors of the inverse mobility. The fit returns 322 cm²/Vs for phonons and 225 cm²/Vs for roughness at 1 MV/cm, instead of 400 and 1000. The roughness rate is overstated by a factor $1000/225=4.4$. Yet the fitted inverse mobility nowhere differs from the apparent one by more than 5.2% of the latter. The same fit applied to the channel with $R=0$ returns 400 and 1000, so the fault lies in the omitted resistance.

**Q:** A 5% misfit would show in careful data.

**A:** It would show that this particular law fails. It would not show why, because a more flexible law removes the misfit. Define a second transistor with no series resistance and with the mobility

$$\frac1{\mu_*}=\frac1\mu+\frac{WCR}{L}V .$$

Its channel conductance obeys $1/G_*=1/G+R$, so its current is $V_DG_*=V_DG/(1+RG)$, the current of the first transistor. More generally, you may assign any part of $R$ to the contacts and the rest to the mobility. Without independent knowledge of $\mu(V)$, a single channel length in the linear regime cannot fix the division.

**Q:** I could change the drain bias. A resistor and a scattering law should respond differently.

**A:** To leading order both currents are proportional to $V_D$ at fixed $V$. In this model, which has no velocity saturation, and with equal resistances at the two ends, what remains is the midpoint correction, of relative order $V_D^2$. Over the same range of overdrive, the largest difference between the two currents, relative to the first transistor's, is $7.5\times10^{-5}$ at 20 mV and $1.9\times10^{-3}$ at 100 mV. The factor of 25 is the square of the bias ratio. To use so small a difference you would have to know every other effect of drain bias to the same accuracy. Velocity saturation is one such effect, and it is larger. It raises only the channel part of the resistance, so it acts differently on the two transistors. Give both the law $v=\mu F/[1+(\mu F/v_s)^n]^{1/n}$, with $F$ the field along the channel and $v_s=10^7$ cm/s. The largest difference becomes $6\times10^{-4}$ at 20 mV and 1.5% at 100 mV for $n=2$, and 1.8% and 7% for $n=1$. Reading $R$ from it would require knowing that law. Unequal end resistances add a term of relative order $V_D$, because they shift the midpoint overdrive by $-I(R_s-R_d)/2$. With all of $R$ at one end, the largest difference is about 0.6% at 20 mV and 3% at 100 mV. To first order, however, this term reveals only the imbalance $R_s-R_d$, not the total $R$.

**Q:** What about the function $Y=I/\sqrt{g_m}$? I was told it removes the series resistance.

**A:** It does, if $R$ is constant. Dividing the two expressions,

$$Y=\frac{V_DG}{1+RG}\,\frac{1+RG}{\sqrt{V_DG'}}=\sqrt{V_D}\,\frac{G}{\sqrt{G'}} ,$$

for $G'>0$. But look at what is left:

$$\frac{d}{dV}\left(\frac1G\right)=-\frac{G'}{G^2}=-\frac{V_D}{Y^2}.$$

Integrating $-V_D/Y^2$ over $V$ gives $1/G$ up to an additive constant, and an additive constant in $1/G$ is just what $R$ is. The function avoids the ambiguity without resolving it.

The attenuation law shows this plainly. Let the channel have its own coefficient $\theta_0$, so that $G=\beta V/(1+\theta_0V)$. Then

$$G'=\beta\frac{(1+\theta_0V)-\theta_0V}{(1+\theta_0V)^2}=\frac{\beta}{(1+\theta_0V)^2},\qquad Y=\sqrt{\beta V_D}\,V .$$

The slope of $Y$ gives $\beta$, but $\theta_0$ has vanished along with $R$. The total resistance is

$$\frac{V_D}{I}=R+\frac{1+\theta_0V}{\beta V}=\frac{1+(\theta_0+\beta R)V}{\beta V},$$

so one transistor yields only the sum $\theta=\theta_0+\beta R$.

**Q:** Then what measurement would settle it?

**A:** Change something that affects the two terms differently. The channel length does. At fixed $V$,

$$\frac{V_D}{I}=R+\frac{L}{WC\mu V}.$$

Plot the total resistance against $L$ for transistors that share the same $\mu(V)$ and $R$. The slope gives the mobility and the intercept gives $R$. With lengths of 100, 200, 400 and 1000 nm in the model, a straight-line fit at 1.2 V returns 274.1 cm²/Vs and 300.0 ohm, the values put in. In the attenuation law the same idea reads $\theta=\theta_0+\beta R$ with $\beta\propto1/L$: plotted against $\beta$, $\theta$ has slope $R$ and intercept $\theta_0$.

You can also put the roughness-only reading at risk. At 1.2 V the 100 nm channel has a resistance of 264 ohm, and the total is 564 ohm. If all of it belonged to the channel, a 1000 nm transistor at the same overdrive would have 5640 ohm. The model with a real $R$ gives $300+2641=2941$ ohm. The roughness-only reading predicts 0.52 of the right current.

**Q:** Does this mean that roughness is unimportant?

**A:** No. The resistance term carries a factor $1/L$, while the channel terms do not depend on length here. At 1000 nm, with $R$ and everything else held fixed, the rise of $1/\mu_{\rm app}$ is 16.7 V s/m². Roughness supplies 54.5% of it, phonons 26.9% and resistance 18.6%. For that transistor roughness is the largest single cause, though the resistance correction is still not negligible.

**Q:** What can go wrong with the length method itself?

**A:** Four things, each of which can be sized.

First, the length. If every assumed length is too large by $\delta$, then $L=L_{\rm assumed}-\delta$, and the intercept becomes $R-\delta/(WC\mu V)$ while the slope is unchanged. At 1.2 V the slope is 2.64 ohm per nm, so $\delta=20$ nm lowers the intercept from 300 to 247 ohm. The mobility survives.

Second, the threshold. It can vary with length, and each transistor needs its own. If the 100 nm device has 20 mV more overdrive than you assume, the four-length fit at 0.3 V gives 281 ohm instead of 300, and a mobility 0.4% too low.

Third, a resistance that depends on gate bias. If $R(V)$ is the same for all lengths, the fit at fixed $V$ still works. The function $Y$ does not. Differentiating $V_D/I=R+1/G$ gives

$$\frac{V_Dg_m}{I^2}=\frac{G'}{G^2}-R',\qquad Y^2=\frac{V_D}{G'/G^2-R'} .$$

A resistance that falls with gate bias has $R'<0$ and lowers $Y$. For $R=250\ \text{ohm}+(60\ \text{ohm V})/V$ in the 100 nm device, $Y$ at 0.3 V is 0.86 of its value without series resistance. The same equation shows that $g_m$ turns negative if $R'>G'/G^2$, which is why my statement about the sign required a constant $R$.

Fourth, the intercept collects every length-independent resistance, whether or not it lies in the contacts. If the mobility itself varies as $1/\mu(L)=1/\mu+c/L$, the total resistance is

$$R+\frac{L}{WCV}\left(\frac1\mu+\frac cL\right)=R+\frac{c}{WCV}+\frac{L}{WC\mu V},$$

and the added term goes into the intercept.

**Q:** Does a real transistor have such a term?

**A:** A channel with a finite number of conducting modes has one even without scattering. For a rough size, take zero temperature and one subband with two equivalent valleys. The electron density at 1.2 V is $N=8.6\times10^{12}$ cm⁻². Each valley, with two spins, holds $k_F^2/(2\pi)$ electrons per area, so $N=k_F^2/\pi$. Each valley has $k_FW/\pi$ modes across the width. With $h/(2e^2)$ per spin-degenerate mode,

$$R_{\rm ball}=\frac{h}{2e^2}\,\frac{\pi}{2k_FW}\approx39\ \text{ohm}.$$

If it simply adds in series, the intercept would be about 339 ohm rather than 300. The Fermi energy in this estimate is about $2\,k_BT$ at 300 K, so zero temperature is a crude approximation; the same one-subband count at 300 K gives about 44 ohm.

**Q:** How close are your numbers to a real device?

**A:** They are rough values for a silicon n-channel transistor of the 100 nm class: an equivalent gate thickness of 3.0 nm, which sets $C$, and 300 ohm for 1 µm of width. The mobility strengths and powers are rough typical choices too, so the 70% share is an illustration and not a property of silicon. The assumption I would trust least is that all lengths share one mobility and one threshold law, because doping near the source and drain fills a larger part of a short channel. In the example above, a threshold difference of only 20 mV in the shortest device already moved the intercept at 0.3 V by 19 ohm.

The ballistic resistance estimated above is not negligible either. The following effects are small for these numbers. In the 100 nm device, the ratio of $\mu$ times the channel field to a saturation velocity of $10^7$ cm/s is 0.060 at 0.3 V, where saturation lowers the current by between 0.1% and 4% depending on the form of the velocity law ($n=2$ or $n=1$ above), and 0.026 at 1.2 V. At this same overdrive of 1.2 V, putting all of $R$ at the source changes the current by less than 0.1%; at 0.3 V the change is larger, roughly 0.6%. With an assumed thermal resistance of $5\times10^4$ K/W, self-heating is 0.035 K. The oxide field is 5.1 MV/cm, below the rough 10 MV/cm at which silicon dioxide breaks down. An estimate of tunnelling through 2.2 nm of oxide gives a gate current near $10^{-5}$ of the drain current, even for the 1000 nm channel; the assumed tunnelling mass can change this by more than a factor of ten, which still leaves it small. At 358 K, if the phonon rate grows as $T^{1.75}$ and the other terms stay fixed, the resistance share falls only from 69.5% to 67%.

**Q:** So what may I say about my one short transistor?

**A:** That its apparent mobility falls with gate bias, and that $WCRV/L$ must be subtracted from $1/\mu_{\rm app}$ before the rest is assigned to scattering. You need $R$ from a length series or another independent measurement. If a strong fall remains after the subtraction, roughness is a reasonable candidate, to be tested against the other scattering mechanisms.

## Table of computed values

```
Equivalent thickness: 3 nm
Gate capacitance: 1.151 uF/cm2
Width: 1 um
Source-drain resistance: 300 ohm
Drain bias: 20 mV
Channel lengths: 100 200 400 1000 nm
Body doping: 5e+17 cm^-3
Depletion charge: 0.39 uC/cm2
Field at V=0.3, 1.2 V: 0.543, 1.043 MV/cm
Input phonon, roughness mobility at 1 MV/cm: 400, 1000 cm2/Vs
Field powers, phonon and roughness: -0.3, -2.6
Constant-mobility case, mu0: 300 cm2/Vs
Constant-mobility case, beta: 3.453 mA/V2
Constant-mobility case, theta: 1.036 1/V
Constant-mobility case, apparent mu at 1.2 V: 133.7 cm2/Vs
V=0.3 V, L=100 nm: true mu 437.4, apparent 301.0 cm2/Vs
V=1.2 V, L=100 nm: true mu 274.1, apparent 128.3 cm2/Vs
Current at 1.2 V, L=100 nm: 35.45 uA
Channel resistance at 1.2 V, L=100 nm: 264.1 ohm
100 nm rise of 1/mu: 44.70 V s/m2; phonon, roughness, R shares 10.1%, 20.4%, 69.5%
1000 nm rise of 1/mu: 16.72 V s/m2; phonon, roughness, R shares 26.9%, 54.5%, 18.6%
gm(1.2 V)/gm(0.3 V), all causes: 0.123
gm(1.2 V)/gm(0.3 V), R removed: 0.266
gm(1.2 V)/gm(0.3 V), roughness removed: 0.236
gm(1.2 V)/gm(0.3 V), both removed: 0.732
Fit ignoring R: phonon 322.0, roughness 225.3 cm2/Vs at 1 MV/cm
Largest misfit of that fit: 5.18 %
Control fit, R=0: phonon 400.0, roughness 1000.1 cm2/Vs
Largest twin current gap at 20, 100 mV: 7.5e-05, 1.9e-03
Twin/true current at L=1000 nm, 1.2 V: 0.521
Length method at 1.2 V: mu 274.1 cm2/Vs, R 300.0 ohm
Intercept if lengths are 20 nm too large: 247.2 ohm
20 mV threshold error at 100 nm, V=0.3 V: mu change -0.36 %, R 281.3 ohm
Largest formula errors, mu, gm, Y: 1.7e-05, 4.0e-05, 2.3e-05
Variable R = 250 ohm + (60 ohm V)/V: Y ratio at 0.3 V 0.858
Current change, all R at source: -0.0748 %
Velocity-saturation ratio mu E/vsat (vsat 1e7 cm/s): 0.026
Ballistic resistance, zero-temperature estimate: 39 ohm
Inversion density at 1.2 V: 8.62e+12 cm^-2
Fermi energy/kT, one-subband estimate: 2.1
Oxide field at 1.2 V: 5.13 MV/cm
Tunnel current density, 2.2 nm oxide estimate: 0.01 A/cm2
Gate/drain current at L=1000 nm: 1.5e-05
Self-heating for 5e4 K/W: 0.035 K
R share at 358 K, phonon rate as T^1.75: 67.1 %
```
